**Scaled ZORA and the Dirac eigenvalue for a point nucleus**

For V = −Z/r with 0 < Z < c, the program tests that E_Z/N = E_D, where E_Z is the ZORA eigenvalue, E_D is the Dirac eigenvalue measured from the rest energy, and N is one plus the mean of c² σ·p (2c²−V)⁻² σ·p in the normalized ZORA state. Both eigenvalues come from radial diagonalization in a Laguerre basis, and the Dirac values are also compared with the Sommerfeld formula. For eight states with Z = 1, 80 and 120, the program asserts the equality, the dilation law and the relation N = 1 − E_Z/2c²; the largest relative difference between scaled and Dirac energies is 2.5 × 10⁻¹². For the 1s state at Z = 80 it also asserts the closed formulas, the contraction of the ZORA orbital relative to the Dirac upper component, and the invariance of the scaled energy under potential shifts of ±1000 hartree. A screened potential serves as the counterexample: there scaled ZORA differs from Dirac by 0.315 hartree and depends on the shift. In that case the program also asserts that the results are stable when the basis grows from 24 to 30 functions.

## Verification by program

```python
"""Scaled ZORA for a point nucleus, V = -Z/r (hartree atomic units).
Result under test: E_Z / N = E_D for every bound state, where
  E_Z : eigenvalue of V + s.p c^2/(2c^2 - V) s.p        (ZORA)
  N   : 1 + <s.p c^2 (2c^2 - V)^-2 s.p> in the normalized ZORA state
  E_D : Dirac eigenvalue measured from the rest energy
s.p is sigma.p; kappa is the Dirac angular number; n the principal number.
Radially, G(r) = r * (upper radial function) and s.p acts as G' + kappa G/r.
Eigenvalues come from diagonalization in a Laguerre basis; integrals use the
trapezoidal rule in log(r). A screened potential serves as counterexample.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln

c = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
REST = 2.0 * c**2


class Channel:
    """One bound state of given Z, n, kappa; mu is an inverse screening length."""

    def __init__(self, Z, n, kappa, mu=0.0, size=24):
        self.Z, self.n, self.kappa = Z, n, kappa
        self.gamma = np.sqrt(kappa**2 - (Z / c)**2)
        self.alpha = 1.2 * Z / n          # deliberately not the exact exponent
        self.k = np.arange(size)
        orbital_l = kappa if kappa > 0 else -kappa - 1
        self.index = n - orbital_l - 1
        step = 0.01
        self.r = np.exp(np.arange(-45.0, 5.4, step)) / self.alpha
        self.w = step * self.r
        self.V = -Z * np.exp(-mu * self.r) / self.r
        self.B, self.D = self.basis(self.r)
        self.S = (self.B * self.w[:, None]).T @ self.B

    def basis(self, r):
        """Basis functions and their images under d/dr + kappa/r."""
        g, k = self.gamma, self.k
        x = (self.alpha * r)[:, None]
        log_norm = 0.5 * (gammaln(k + 1) + (2*g + 1) * np.log(2)
                          - gammaln(k + 2*g + 1))
        front = np.exp(log_norm) * x**g * np.exp(-x)
        B = front * eval_genlaguerre(k, 2*g, 2*x)
        slope = eval_genlaguerre(np.maximum(k - 1, 0), 2*g + 1, 2*x) * (k > 0)
        dB = self.alpha * ((g / x - 1) * B - 2 * front * slope)
        return B, dB + self.kappa * B / r[:, None]

    def solve(self, a=REST, shift=0.0):
        """State of V + shift + s.p c^2/(a - V - shift) s.p.
        Returns eigenvalue, coefficients, <s.p c^2 (a-V-shift)^-2 s.p>."""
        V = self.V + shift
        kinetic = (self.D * (self.w * c**2 / (a - V))[:, None]).T @ self.D
        potential = (self.B * (self.w * V)[:, None]).T @ self.B
        values, vectors = eigh(kinetic + potential, self.S)
        v = vectors[:, self.index]
        mean = np.sum(self.w * c**2 / (a - V)**2 * (self.D @ v)**2)
        return values[self.index], v, mean

    def dirac(self):
        """Self-consistent root of the energy-dependent upper equation."""
        return brentq(lambda E: self.solve(REST + E)[0] - E,
                      -1.5 * c**2, 0.0, xtol=1e-11, rtol=1e-14)


def sommerfeld(Z, n, kappa):
    g = np.sqrt(kappa**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (n - abs(kappa) + g))**2) - 1)


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


print(f"speed of light c = {c:.6f} a.u.; 2c^2 = {REST:.4f} hartree")
print("States: energies in hartree, N dimensionless")
states = [(1, 1, -1, "1s1/2"), (80, 1, -1, "1s1/2"), (80, 2, -1, "2s1/2"),
          (80, 2, 1, "2p1/2"), (80, 2, -2, "2p3/2"), (80, 3, 2, "3d3/2"),
          (120, 1, -1, "1s1/2"), (120, 3, 1, "3p1/2")]
largest_error = 0.0
for Z, n, kappa, name in states:
    ch = Channel(Z, n, kappa)
    E_Z, v, mean = ch.solve()
    E_D = ch.dirac()
    scaled = E_Z / (1 + mean)
    assert close(E_D, sommerfeld(Z, n, kappa), 1e-8)
    assert close(E_Z, E_D / (1 + E_D / REST), 1e-8)
    assert close(mean, -E_Z / REST, 1e-6)
    assert close(scaled, E_D, 1e-8)
    # dilation law at a factor unrelated to the Dirac energy
    assert close(ch.solve(0.7 * REST)[0], 0.7 * E_Z, 1e-8)
    largest_error = max(largest_error, abs(scaled / E_D - 1))
    print(f"Z={Z} {name} kappa={kappa}: E_ZORA={E_Z:.6f} N={1+mean:.8f} "
          f"scaled={scaled:.6f} Dirac={E_D:.6f}")
print(f"largest relative |scaled/Dirac - 1| = {largest_error:.1e}")

# Hand-workable 1s state at Z = 80
ion = Channel(80, 1, -1)
E_Z, v, mean = ion.solve()
E_D = ion.dirac()
g = ion.gamma
lam = 1 + E_D / REST
assert close(lam, (1 + g) / 2, 1e-8)
assert close(E_Z, -REST * (1 - g) / (1 + g), 1e-8)
assert close(1 + mean, 2 / (1 + g), 1e-8)
print("Z=80 1s1/2 in detail")
print(f"gamma = {g:.8f}; dilation factor lambda = {lam:.8f}")
print(f"mean of s.p c^2 (2c^2-V)^-2 s.p = {mean:.8f}")
print(f"-E_ZORA/(2c^2) = {-E_Z/REST:.8f}")
print(f"ZORA error E_ZORA - E_Dirac = {E_Z-E_D:.6f} hartree")
print(f"Dirac energy = {E_D*HARTREE_EV:.2f} eV")
print(f"ZORA energy = {E_Z*HARTREE_EV:.2f} eV")

# Two-function identity at a finite dilation, before the limit is taken
q = 0.7
Bq, Dq = ion.basis(q * ion.r)
overlap_q = np.sum(ion.w * (ion.B @ v) * (Bq @ v))
cross = np.sum(ion.w * (ion.D @ v) * q * (Dq @ v)
               * c**2 / ((q * REST - ion.V) * (REST - ion.V)))
assert close(E_Z * overlap_q, -REST * cross, 1e-6)
print(f"finite dilation {q}: E_Z<phi|phi_q> = {E_Z*overlap_q:.5f} hartree, "
      f"other side = {-REST*cross:.5f} hartree")

# The ZORA function is the Dirac upper component contracted by lambda
v_D = ion.solve(REST + E_D)[1]
G_Z, G_D = ion.B @ v, ion.B @ v_D
G_contracted = ion.basis(ion.r / lam)[0] @ v_D / np.sqrt(lam)
plain = abs(np.sum(ion.w * G_Z * G_D))
contracted = abs(np.sum(ion.w * G_Z * G_contracted))
r_Z = np.sum(ion.w * ion.r * G_Z**2)
r_D = np.sum(ion.w * ion.r * G_D**2)
assert abs(contracted - 1) < 1e-9 and plain < 1 - 1e-4
assert close(r_Z, lam * r_D, 1e-6)
print(f"overlap ZORA/Dirac upper: plain {plain:.8f}, "
      f"after contraction {contracted:.8f}")
print(f"mean radius: ZORA {r_Z:.8f} bohr, Dirac upper {r_D:.8f} bohr")

# Constant shifts of the potential
print("Constant shift of V, Z=80 1s1/2 (shift removed afterwards)")
for shift in (-1000.0, 1000.0):
    E_s, _, mean_s = ion.solve(shift=shift)
    scaled_s = E_s / (1 + mean_s) - shift
    assert close(E_s - shift, (1 - shift / REST) * E_Z, 1e-8)
    assert close(mean_s, mean, 1e-6)
    assert close(scaled_s, E_D, 1e-8)
    print(f"shift {shift:.0f} hartree: ZORA {E_s-shift:.6f} hartree, "
          f"scaled {scaled_s:.6f} hartree")

# Counterexample: screened potential, with a basis-size check
mu = 10.0
results = []
for size in (24, 30):
    sc = Channel(80, 1, -1, mu=mu, size=size)
    E_y, _, mean_y = sc.solve()
    E_ys, _, mean_ys = sc.solve(shift=1000.0)
    results.append([E_y, E_y / (1 + mean_y), sc.dirac(),
                    E_ys / (1 + mean_ys) - 1000.0])
results = np.array(results)
basis_change = np.max(np.abs(results[1] - results[0]))
E_y, scaled_y, dirac_y, shifted_y = results[1]
assert basis_change < 1e-5
assert abs(scaled_y - dirac_y) > 1e-3
assert abs(shifted_y - scaled_y) > 1e-3
assert abs(scaled_y - dirac_y) < abs(E_y - dirac_y)
# Eigenvalue derivative where the energy is not linear in the constant
d = 1e-3 * REST
slope = (sc.solve(REST + d)[0] - sc.solve(REST - d)[0]) / (2 * d)
assert close(slope, -sc.solve()[2], 1e-5)
print(f"Screened V = -80 exp(-mu r)/r, mu = {mu:.0f} per bohr, 1s1/2")
print(f"ZORA = {E_y:.5f} hartree")
print(f"scaled ZORA = {scaled_y:.5f} hartree")
print(f"Dirac = {dirac_y:.5f} hartree")
print(f"scaled - Dirac = {scaled_y-dirac_y:.5f} hartree")
print(f"scaled with shift 1000 hartree = {shifted_y:.5f} hartree")
print(f"largest change from basis 24 to 30 = {basis_change:.1e} hartree")
print("PASS")
```

Printed output:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.7301 hartree
States: energies in hartree, N dimensionless
Z=1 1s1/2 kappa=-1: E_ZORA=-0.500013 N=1.00001331 scaled=-0.500007 Dirac=-0.500007
Z=80 1s1/2 kappa=-1: E_ZORA=-3898.869057 N=1.10381003 scaled=-3532.192093 Dirac=-3532.192093
Z=80 2s1/2 kappa=-1: E_ZORA=-927.185713 N=1.02468695 scaled=-904.847783 Dirac=-904.847783
Z=80 2p1/2 kappa=1: E_ZORA=-927.185713 N=1.02468695 scaled=-904.847783 Dirac=-904.847783
Z=80 2p3/2 kappa=-2: E_ZORA=-836.011374 N=1.02225937 scaled=-817.807495 Dirac=-817.807495
Z=80 3d3/2 kappa=2: E_ZORA=-369.747302 N=1.00984477 scaled=-366.142710 Dirac=-366.142710
Z=120 1s1/2 kappa=-1: E_ZORA=-13097.125321 N=1.34871983 scaled=-9710.782786 Dirac=-9710.782786
Z=120 3p1/2 kappa=1: E_ZORA=-1100.492767 N=1.02930137 scaled=-1069.164780 Dirac=-1069.164780
largest relative |scaled/Dirac - 1| = 2.5e-12
Z=80 1s1/2 in detail
gamma = 0.81190599; dilation factor lambda = 0.90595299
mean of s.p c^2 (2c^2-V)^-2 s.p = 0.10381003
-E_ZORA/(2c^2) = 0.10381003
ZORA error E_ZORA - E_Dirac = -366.676964 hartree
Dirac energy = -96115.84 eV
ZORA energy = -106093.63 eV
finite dilation 0.7: E_Z<phi|phi_q> = -4470.58430 hartree, other side = -4470.58430 hartree
overlap ZORA/Dirac upper: plain 0.99680697, after contraction 1.00000000
mean radius: ZORA 0.01485656 bohr, Dirac upper 0.01639882 bohr
Constant shift of V, Z=80 1s1/2 (shift removed afterwards)
shift -1000 hartree: ZORA -4002.679086 hartree, scaled -3532.192093 hartree
shift 1000 hartree: ZORA -3795.059028 hartree, scaled -3532.192093 hartree
Screened V = -80 exp(-mu r)/r, mu = 10 per bohr, 1s1/2
ZORA = -3078.66959 hartree
scaled ZORA = -2793.19875 hartree
Dirac = -2793.51333 hartree
scaled - Dirac = 0.31458 hartree
scaled with shift 1000 hartree = -2793.37672 hartree
largest change from basis 24 to 30 = 3.7e-11 hartree
PASS
```
